# Vibronic bending levels of a linear triatomic molecule in a Π state, part 1

(Sections cited here and not found follow in the later parts.)

**Renner's levels of a Π state: the exact Σ ladders and the unique level**

An electronic-structure calculation on a linear triatomic molecule in a Π state gives two bending force constants, because bending splits the degenerate state into two components. Before a zero-point energy or a bending spectrum can be quoted, one must decide what to do with them. One may treat the bend as an oscillator on the lower surface, or on the average of the two surfaces, or one may solve the coupled two-state problem numerically. The right choice differs from level to level. For the Σ vibronic levels each surface may be used by itself, exactly when spin-orbit coupling is absent, provided the oscillator is given one unit of vibrational angular momentum. For the ground level and the series of levels built on it, provided the two force constants differ little, the average surface is right up to a small second-order correction and the lower surface is wrong in first order. When the angular momentum \(K\) is large enough that \(|\epsilon|K\) (with \(\epsilon\) the Renner parameter defined below) is of order 2, neither shortcut holds. For small \(|\epsilon|\) the level settles on the lower surface only far beyond that; for \(|\epsilon|\) close to 1 it does so already at low \(K\).

Hartree atomic units are used, \(\hbar = m_e = 1\), with energies in hartree (\(E_h\)) and lengths in bohr.

**The model.** The bend is a point \((x,y) = \rho(\cos\varphi,\sin\varphi)\) in the plane perpendicular to the molecular axis, with constant effective mass \(\mu\). The electronic space is two-dimensional. It is spanned by the real components \(|x\rangle\), \(|y\rangle\) of the Π state of the linear molecule, which transform like the coordinates \(x\) and \(y\) under rotation about the axis and reflection in planes containing it. These two states are taken to be independent of the bend (a diabatic basis), so the nuclear kinetic energy acts only on their coefficients. The electronic state symmetric under reflection in the plane of the bent molecule (A′) has the potential \(V' = \tfrac12 k'\rho^2\), and the antisymmetric state (A″) has \(V'' = \tfrac12 k''\rho^2\). Spin-orbit coupling, end-over-end rotation, stretching, anharmonicity and all other electronic states are left out. Energies are measured from the common minimum at \(\rho = 0\). Define

\[
k = \tfrac12(k'+k''),\qquad \epsilon = \frac{k'-k''}{k'+k''},\qquad \omega = \sqrt{k/\mu},
\]

so that \(k' = k(1+\epsilon)\) and \(k'' = k(1-\epsilon)\). Both force constants are positive, which is the condition \(|\epsilon|<1\).

Two results are to be derived. The Σ levels are \(\omega(1\pm\epsilon)^{1/2}(v+1)\), exactly within the model and for odd \(v\) only. The level with \(K = v+1\) is lowered by \(\epsilon^2\omega K(K+1)/8\), which is the leading term of a series in \(\epsilon^2\) and not an exact shift.

## (a) The Hamiltonian

*Problem.* Write the Hamiltonian in the basis of electronic states with definite angular momentum \(\Lambda=\pm1\) about the axis, in dimensionless bending coordinates.

*Solution.* At a bent geometry the plane containing the axis and the direction \(\varphi\) is a symmetry plane, so the electronic eigenstates are even or odd under reflection in it. In the two-dimensional space this fixes them completely. The even state points along the displacement and the odd state perpendicular to it:

\[
|A'\rangle = \cos\varphi\,|x\rangle+\sin\varphi\,|y\rangle,\qquad |A''\rangle = -\sin\varphi\,|x\rangle+\cos\varphi\,|y\rangle .
\]

The labels refer to the many-electron state. For a configuration with one π electron the A′ state has the electron in the in-plane orbital, and for a π³ configuration it has the hole there.

The potential operator is each eigenvalue times its projector, \(P' = |A'\rangle\langle A'|\) and \(P''=|A''\rangle\langle A''|\), with \(P'+P''=1\):

\[
V = \tfrac12 k(1+\epsilon)\rho^2P'+\tfrac12k(1-\epsilon)\rho^2P'' = \tfrac12k\rho^2+\tfrac12\epsilon k\rho^2\,(P'-P'').
\]

In the \(|x\rangle,|y\rangle\) basis \(P'\) has elements \(\cos^2\varphi\), \(\sin\varphi\cos\varphi\), \(\sin^2\varphi\), and \(P''\) has \(\sin^2\varphi\), \(-\sin\varphi\cos\varphi\), \(\cos^2\varphi\). Therefore

\[
\rho^2(P'-P'') = \begin{pmatrix} x^2-y^2 & 2xy\\ 2xy & y^2-x^2\end{pmatrix},
\]

a polynomial in \(x\) and \(y\), smooth at the linear geometry.

Define \(|\pm\rangle = (|x\rangle\pm i|y\rangle)/\sqrt2\). For one electron with azimuth \(\theta\), \(|x\rangle\propto\cos\theta\) and \(|y\rangle\propto\sin\theta\), so \(|\pm\rangle\propto e^{\pm i\theta}\) and \(\Lambda=\pm1\). The inverse relations are \(|x\rangle = (|+\rangle+|-\rangle)/\sqrt2\) and \(|y\rangle = -i(|+\rangle-|-\rangle)/\sqrt2\). Substituting,

\[
|A'\rangle = \frac{(\cos\varphi-i\sin\varphi)|+\rangle+(\cos\varphi+i\sin\varphi)|-\rangle}{\sqrt2} = \frac{e^{-i\varphi}|+\rangle+e^{i\varphi}|-\rangle}{\sqrt2},
\]

\[
|A''\rangle = \frac{(-\sin\varphi-i\cos\varphi)|+\rangle+(-\sin\varphi+i\cos\varphi)|-\rangle}{\sqrt2} = -i\,\frac{e^{-i\varphi}|+\rangle-e^{i\varphi}|-\rangle}{\sqrt2}.
\]

In the one-electron picture these are \(\cos(\theta-\varphi)\) and \(\sin(\theta-\varphi)\). The phase \(-i\) drops out of the projector, and

\[
P' = \tfrac12\left[1+e^{-2i\varphi}|+\rangle\langle-|+e^{2i\varphi}|-\rangle\langle+|\right],\qquad P''=\tfrac12\left[1-e^{-2i\varphi}|+\rangle\langle-|-e^{2i\varphi}|-\rangle\langle+|\right],
\]

so \(P'-P'' = e^{-2i\varphi}|+\rangle\langle-|+e^{2i\varphi}|-\rangle\langle+|\). The angle enters doubled because the coupling changes \(\Lambda\) by two units. A function with the angular factor \(e^{\pm2i\varphi}\) that is smooth at the origin begins as \((x\pm iy)^2\), and so the splitting of a Π state starts at order \(\rho^2\), with no linear term of the Jahn-Teller kind.

Introduce the length \(\ell=(\mu\omega)^{-1/2}\) and set \(\rho=\ell q\), \(x = \ell X\), \(y=\ell Y\). Then \(k\rho^2=\mu\omega^2q^2/(\mu\omega)=\omega q^2\), and \(-\nabla_\rho^2/(2\mu) = -\nabla_q^2/(2\mu\ell^2) = -\tfrac12\omega\nabla_q^2\). With \(q_\pm = X\pm iY = qe^{\pm i\varphi}\),

\[
H = H_0+H',\qquad H_0=\frac{\omega}{2}\left(-\nabla_q^2+q^2\right),\qquad H' = g\left(q_+^2\,|-\rangle\langle+|+q_-^2\,|+\rangle\langle-|\right),\qquad g=\frac{\epsilon\omega}{2}.
\]

The frequency \(\omega\) comes from the mean force constant. It is not the mean of the two surface frequencies \(\omega' = \omega\sqrt{1+\epsilon}\) and \(\omega''=\omega\sqrt{1-\epsilon}\); rather \(\omega^2=\tfrac12(\omega'^2+\omega''^2)\). The mean frequency is \(\omega(1-\epsilon^2/8+\dots)\), so confusing the two makes an error of the same order as the shift derived in part (e).

## (b) The conserved angular momentum

*Problem.* Show that the sum of the vibrational and electronic angular momenta is conserved, and reduce the problem to coupled radial equations.

*Solution.* Let \(\hat l=-i\,\partial/\partial\varphi\) and \(\hat\Lambda=|+\rangle\langle+|-|-\rangle\langle-|\). Both commute with \(H_0\), which is cylindrically symmetric and does not act on the electronic state. For \(H'\), differentiation of \(e^{\pm2i\varphi}\) gives \([\hat l,q_\pm^2]=\pm2q_\pm^2\). The electronic commutator is

\[
[\hat\Lambda,|-\rangle\langle+|] = (-1)\,|-\rangle\langle+|-|-\rangle\langle+|\,(+1) = -2\,|-\rangle\langle+| ,
\]

and in the same way \([\hat\Lambda,|+\rangle\langle-|]=+2|+\rangle\langle-|\). For \(\hat J=\hat l+\hat\Lambda\) the first term of \(H'\) therefore gives \((2-2)\) times itself and the second \((-2+2)\) times itself, and \([\hat J,H]=0\).

The reflection \(\sigma\) in the \(xz\) plane, applied to nuclei and electrons together, sends \(\varphi\to-\varphi\) and \(|y\rangle\to-|y\rangle\), that is \(|+\rangle\leftrightarrow|-\rangle\). It exchanges the two terms of \(H'\), so it commutes with \(H\), and it reverses the sign of \(\hat J\). Levels with \(J=K\) and \(J=-K\) are thus degenerate, and it is enough to treat \(J=K\ge0\). Levels with \(K=0,1,2,3\) are called Σ, Π, Δ, Φ. Only for \(K=0\) does \(\sigma\) act within one block, where its eigenvalue \(\pm1\) gives the labels Σ⁺ and Σ⁻.

A state with \(J=K\) needs \(l=K-1\) on \(|+\rangle\) and \(l=K+1\) on \(|-\rangle\):

\[
\psi=f(q)\,e^{i(K-1)\varphi}|+\rangle+h(q)\,e^{i(K+1)\varphi}|-\rangle .
\]

The coupling acts as \(H'\psi=gq^2\left[f\,e^{i(K+1)\varphi}|-\rangle+h\,e^{i(K-1)\varphi}|+\rangle\right]\), which has the same form. With \(\nabla_q^2=\partial_q^2+q^{-1}\partial_q+q^{-2}\partial_\varphi^2\), and with \(gq^2=\tfrac12\omega\epsilon q^2\), the coefficients of \(|+\rangle\) and \(|-\rangle\) in \(H\psi=E\psi\) give

\[
\frac{\omega}{2}\left[-f''-\frac{f'}{q}+\frac{(K-1)^2}{q^2}f+q^2f+\epsilon q^2h\right]=Ef,
\]

\[
\frac{\omega}{2}\left[-h''-\frac{h'}{q}+\frac{(K+1)^2}{q^2}h+q^2h+\epsilon q^2f\right]=Eh .
\]

Since \(|\pm\rangle\) do not depend on the geometry, the coefficient functions must be smooth in \(X,Y\), which requires \(f\sim q^{|K-1|}\) and \(h\sim q^{K+1}\) at small \(q\).

## (c) The two-dimensional oscillator

*Problem.* Find the spectrum of \(H_0\) with the values of \(l\) allowed in each level, and express \(q_\pm^2\) in ladder operators that change \(l\) by one unit.

*Solution.* Let \(a_x=(X+\partial_X)/\sqrt2\) and \(a_y=(Y+\partial_Y)/\sqrt2\), with \([a_x,a_x^\dagger]=[a_y,a_y^\dagger]=1\), so that \(H_0=\omega(a_x^\dagger a_x+a_y^\dagger a_y+1)\). Define

\[
a_\pm=\frac{a_x\mp ia_y}{\sqrt2},\qquad a_\pm^\dagger=\frac{a_x^\dagger\pm ia_y^\dagger}{\sqrt2}.
\]

Their commutators are \([a_+,a_+^\dagger]=\tfrac12[1+(-i)(i)]=1\), \([a_-,a_-^\dagger]=\tfrac12[1+(i)(-i)]=1\) and \([a_+,a_-^\dagger]=\tfrac12[1+(-i)(-i)]=0\), so they describe two independent oscillators. Multiplying out,

\[
a_\pm^\dagger a_\pm=\tfrac12\left[a_x^\dagger a_x+a_y^\dagger a_y\pm i\left(a_y^\dagger a_x-a_x^\dagger a_y\right)\right].
\]

The sum of the two number operators is \(a_x^\dagger a_x+a_y^\dagger a_y\), and the difference is \(i(a_y^\dagger a_x-a_x^\dagger a_y)\). To identify the difference, use \(X=(a_x+a_x^\dagger)/\sqrt2\), \(P_X=-i\partial_X=(a_x-a_x^\dagger)/(i\sqrt2)\) and likewise for \(Y\):

\[
\hat l=XP_Y-YP_X=\frac1{2i}\left[(a_x+a_x^\dagger)(a_y-a_y^\dagger)-(a_y+a_y^\dagger)(a_x-a_x^\dagger)\right].
\]

The terms \(a_xa_y\) and \(a_x^\dagger a_y^\dagger\) cancel between the two products and the mixed terms double, leaving \(\hat l=\frac{1}{2i}(2a_x^\dagger a_y-2a_y^\dagger a_x)=i(a_y^\dagger a_x-a_x^\dagger a_y)\). On the states \(|n_+,n_-\rangle\), therefore,

\[
E_0=\omega(v+1),\qquad v=n_++n_-,\qquad l=n_+-n_- .
\]

For given \(v\), \(n_-\) runs from 0 to \(v\) and \(l=v-2n_-\) takes the values \(v,v-2,\dots,-v\). For given \(l\), the levels are \(v=|l|+2n\) with \(n=\min(n_+,n_-)=0,1,2,\dots\). In radial form this says that the regular, normalisable solutions of

\[
\tfrac12\left[-R''-R'/s+l^2R/s^2+s^2R\right]=\eta R
\]

have \(\eta=|l|+2n+1\), and that they are complete for functions of that \(l\).

Next,

\[
q_+=X+iY=\frac{(a_x+ia_y)+(a_x^\dagger+ia_y^\dagger)}{\sqrt2}=a_-+a_+^\dagger,\qquad q_-=q_+^\dagger=a_++a_-^\dagger .
\]

Because \(a_-\) and \(a_+^\dagger\) commute, the squares are

\[
q_+^2=a_+^{\dagger2}+2a_+^\dagger a_-+a_-^2,\qquad q_-^2=a_-^{\dagger2}+2a_-^\dagger a_++a_+^2 .
\]

Each term of \(q_+^2\) raises \(l\) by 2, and the three terms change \(v\) by \(+2\), \(0\) and \(-2\). The vibronic basis states are written \(|\pm;n_+,n_-\rangle\), and \(a|n\rangle=\sqrt n\,|n-1\rangle\), \(a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle\).

The Hamiltonian, its conserved angular momentum, the coupled radial equations and the oscillator ladder operators are now established. The exact Σ levels, the shift of the unique level and its range of validity, and a worked example remain.
